# Berry phase of a PT-protected nodal ring and its drumhead states

Before a slab calculation for a crystal with a nodal ring, one must decide where to cut the crystal and in which part of the surface Brillouin zone to look for drumhead states. If none appear inside the projected ring, one must also decide whether to distrust the bulk ring or the expected position of the states. Both decisions rest on one fact: the ring fixes a jump of the Zak phase across its projection, but not the side on which surface states lie.

## Setting and statement

Spin-orbit coupling is neglected, so the electrons can be treated as spinless. Inversion $P$ and time reversal $T$ each send $\mathbf k$ to $-\mathbf k$. Their product $\Theta=PT$ is therefore an antiunitary symmetry at each $\mathbf k$, and here $\Theta^2=+1$.

Wavevectors are multiplied by the lattice constant. The Bloch Hamiltonian $H(\mathbf k)$ is written with phases that depend on the cell index, so it is periodic in $\mathbf k$ with period $2\pi$. I assume a cell that inversion about its centre maps onto itself. Then $\Theta=UK$, with a constant unitary matrix $U$ and complex conjugation $K$.

The lower $N$ bands are called occupied. Their total Berry phase on a closed path is

$$\gamma=\oint A,\qquad A=i\sum_{n=1}^{N}\langle u_n|\partial u_n\rangle ,$$

defined modulo $2\pi$. The Zak phase $\gamma(\mathbf k_\parallel)$ is this phase for the path $k_z=0\to2\pi$ at fixed surface wavevector $\mathbf k_\parallel=(k_x,k_y)$.

Bands $N$ and $N+1$ touch on a ring, where no other band joins them, and their splitting grows linearly along every direction in the plane transverse to the ring. The result to be derived is:

- a loop linking the ring once, and no other line where these two bands touch, has $\gamma=\pi$ modulo $2\pi$;
- $\gamma(\mathbf k_\parallel)$ jumps by $\pi$ where a path in the surface zone crosses the projection of one ring point, provided the ring passes through the surface formed by the $k_z$ lines over the path and does not merely touch it.

## First derivation: real wavefunctions

**A real basis.** From $\Theta^2=UU^*=1$ and unitarity, $U^*=U^\dagger$, so $U$ is symmetric. Write $U=X+iY$ with real symmetric $X,Y$. The imaginary part of $UU^*=1$ gives $XY=YX$. One real orthogonal matrix $O$ therefore diagonalizes both, and $U=ODO^T$ with $D$ a diagonal matrix of phases. With $V=OD^{1/2}$ we have $U=VV^T$. The symmetry condition is $H=UH^*U^\dagger$, so

$$V^\dagger HV=V^\dagger VV^TH^*V^*V^\dagger V=V^TH^*V^*=(V^\dagger HV)^* .$$

In the constant basis $V$ the Hamiltonian is real, and its eigenvectors can be chosen real.

**Quantization.** Follow a real orthonormal frame $u_n(s)$ of the occupied space continuously along a loop, $0\le s\le1$, with zero trace of the connection. Such a frame exists because for real normalized vectors

$$\langle u_n|\partial u_n\rangle=\tfrac12\,\partial\langle u_n|u_n\rangle=0 .$$

At the end the frame spans the original space, but it may be rotated: $u(1)=u(0)W$, with $W$ real orthogonal and $\det W=\pm1$. The Berry phase requires a frame that closes. Set $u'(s)=u(s)M(s)$ with $M$ unitary, $M(0)=1$ and $M(1)=W^{-1}$. The term from $\partial u$ has zero trace, so

$$\gamma=i\int_0^1\mathrm{tr}\,(M^\dagger\partial_sM)\,ds=i\ln\det M(1)=i\ln(\pm1).$$

Thus $\gamma$ is $0$ if $\det W=1$ and $\pi$ if $\det W=-1$, modulo $2\pi$. It cannot change while the loop is deformed with the gap between bands $N$ and $N+1$ kept open. Crossings among the occupied bands do no harm, because the occupied space remains continuous.

**A small linking loop.** Take a ring point and a displacement $\boldsymbol\kappa$ from it. In the basis of the two real degenerate states, the first-order Hamiltonian is a real symmetric $2\times2$ matrix:

$$H_2=d_0+p\,\sigma_z+r\,\sigma_x,\qquad p=\mathbf a\cdot\boldsymbol\kappa,\quad r=\mathbf b\cdot\boldsymbol\kappa .$$

The splitting $2\sqrt{p^2+r^2}$ vanishes along the ring, so $\mathbf a$ and $\mathbf b$ are perpendicular to its tangent. If they were parallel, or one vanished, some transverse direction would have $p=r=0$ and no linear splitting; linear splitting along every transverse direction therefore makes them independent. A small loop round the ring therefore takes $(p,r)=\rho(\cos\theta,\sin\theta)$ once round the origin. Apart from $d_0$, the lower state is

$$u=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix},$$

because the upper component of $(H_2-d_0)u$ is $\rho[-\cos\theta\sin(\theta/2)+\sin\theta\cos(\theta/2)]=\rho\sin(\theta/2)$, and the lower is $-\rho[\sin\theta\sin(\theta/2)+\cos\theta\cos(\theta/2)]=-\rho\cos(\theta/2)$. Both equal $-\rho$ times the corresponding component of $u$.

When $\theta$ advances by $2\pi$, $u$ changes sign. The other $N-1$ occupied states stay separated from this pair throughout the small disc. Their loop can be shrunk to a point, so their determinant is $+1$. Hence $\det W=-1$ and $\gamma=\pi$. Terms of higher order vanish faster than the splitting as the loop shrinks, so they cannot alter the sign.

Linearity matters. If $p+ir$ is proportional to $(\kappa_1+i\kappa_2)^2$, one circuit advances $\theta$ by $4\pi$, $u$ returns to itself and $\gamma=0$.

**Larger loops and the Zak phase.** Span a loop by a surface pierced by the ring at $n$ points. The loop can be deformed into small circles round these points, joined by paths traversed once in each direction. The connecting paths cancel, leaving $\gamma=n\pi$ modulo $2\pi$. One linking gives an odd $n$.

For the Zak phase, join $\mathbf k_1$ to $\mathbf k_2$ by a path in the surface zone and attach the full $k_z$ circle to each of its points. This makes a strip whose two edges are the Zak loops. The same deformation gives

$$\gamma(\mathbf k_2)-\gamma(\mathbf k_1)=n\pi\pmod{2\pi},$$

where $n$ counts the points at which the ring passes through the strip. A point where it only touches the strip does not count, so a path that grazes the projected ring from outside shows no jump. Crossing the edge of a ring seen face-on gives $n=1$. A flat ring seen edge-on is a closed curve in a plane that the strip cuts along a $k_z$ line, so it passes through the strip an even number of times: twice if it is convex, possibly four or more times if it is not, and not at all at the ends of its projection, where it only touches the strip. A path across that projection therefore gives an even $n$ and no jump.

## Second derivation: flux of Berry curvature

This route breaks PT slightly, uses ordinary Berry curvature, and then restores the symmetry.

**Curvature away from the ring.** In the real basis add $mM$, with $M$ Hermitian and purely imaginary, chosen to open a gap where the strip meets the ring. Then $H_{-m}=H_m^*$, and the eigenvectors for $-m$ are the conjugates $u_n^*$. Normalization makes $\langle u_n|\partial u_n\rangle$ imaginary, so conjugation reverses $A$, and the curvature $F=\nabla\times\mathbf A$ obeys

$$F_{-m}=-F_m .$$

Away from the ring the gap stays open at $m=0$ and $F_m$ is continuous in $m$. It therefore tends to zero there. Any remaining flux must gather at the ring.

**Flux at the ring.** The imaginary Hermitian $2\times2$ matrices are multiples of $\sigma_y$, so the touching pair becomes $p\sigma_z+r\sigma_x+m\sigma_y$, with $m$ now the resulting energy. A constant rotation relabels $\sigma_z,\sigma_x,\sigma_y$ as $\sigma_x,\sigma_y,\sigma_z$. With $q=p+ir=\rho e^{i\varphi}$,

$$h=\begin{pmatrix}m&q^*\\q&-m\end{pmatrix},\quad E=\sqrt{\rho^2+m^2},\quad \cos\vartheta=\frac mE,\quad \sin\vartheta=\frac\rho E .$$

The lower state, of energy $-E$, is

$$u=\begin{pmatrix}\sin(\vartheta/2)\\-e^{i\varphi}\cos(\vartheta/2)\end{pmatrix}.$$

Its first component under $h/E$ is $\cos\vartheta\sin(\vartheta/2)-\sin\vartheta\cos(\vartheta/2)=-\sin(\vartheta/2)$. Its second is $e^{i\varphi}[\sin\vartheta\sin(\vartheta/2)+\cos\vartheta\cos(\vartheta/2)]=e^{i\varphi}\cos(\vartheta/2)$, as required. In $\langle u|\partial u\rangle$ the two terms with $\partial\vartheta$ cancel, and the phase leaves $i\cos^2(\vartheta/2)\,\partial\varphi$. Therefore

$$\gamma=-\oint\cos^2(\vartheta/2)\,d\varphi=-\frac12\oint\left(1+\frac mE\right)d\varphi. \tag{1}$$

To obtain the flux through a disc $\rho<R$ we need a state that is smooth at its centre. For $m>0$, $\vartheta=0$ there, and multiplying $u$ by $e^{-i\varphi}$ removes the undefined phase. This adds $1$ to the coefficient of $d\varphi$, so

$$\Phi=2\pi\left[1-\frac12\left(1+\frac m{\sqrt{R^2+m^2}}\right)\right]=\pi\left(1-\frac m{\sqrt{R^2+m^2}}\right).$$

As $m\to0^+$, $\Phi\to\pi$. For $m<0$ the original state is smooth at the centre, and the flux tends to $-\pi$. The two limits are equal modulo $2\pi$. Half the flux lies within $R=\sqrt3\,|m|$, since there $\sqrt{R^2+m^2}=2|m|$.

**The jump.** With $m$ small but nonzero the whole strip is gapped, and Stokes' theorem makes the difference of Zak phases at its edges equal to the enclosed flux, modulo $2\pi$. Let $m\to0$ first and then shrink the disc: the outside contributes nothing and each point where the ring passes through the strip contributes $\pm\pi$. The Zak phases at the edges are continuous in this limit, because the gap is open there. For one ring point the jump is $\pi$. The same argument on a disc spanning a linking loop gives that loop's phase.

At finite $m$ the jump is a smooth crossover, spread mainly over displacements where the splitting is comparable with $|m|$. It is centred on the ring only as $m\to0$: in the two-site model below, with an added term $m\sigma_z$, the Zak phase on the ring has magnitude $0.48\pi$ for $m=0.0004$ hartree and $0.38\pi$ for $m=0.004$ hartree, against $\pi/2$ for a centred step.

## Which side carries the drumhead states

The jump does not say which side has Zak phase $\pi$, and a surface state also depends on the surface. A model with two sites, A and B, per cell along $z$ shows both points. Bond $v(\mathbf k_\parallel)$ joins A and B in a cell, and bond $w>0$ joins B to A in the next cell:

$$H=\begin{pmatrix}0&q^*\\q&0\end{pmatrix},\quad q=v+we^{ik_z},\quad v=v_0-2v_1(\cos k_x+\cos k_y).$$

Exchange of A and B combined with conjugation leaves $H$ unchanged, which is PT. The model also has chiral symmetry, $\sigma_zH\sigma_z=-H$, which PT does not require.

I take $v>0$. Since $v$ is real, $q=0$ requires $k_z=\pi$ and $v=w$. With $k_z=\pi+\kappa$, $q\simeq(v-w)-iw\kappa$, so the node is linear wherever $\nabla v\ne0$.

Equation (1) with $m=0$ gives $\gamma=-\pi$ times the winding number of $q$. As $k_z$ runs through $2\pi$, $q$ describes a circle of radius $w$ centred on $v$. It encloses the origin for $v<w$, where the Zak phase is $\pi$, and not for $v>w$, where it is zero. If the cell is instead made of B and the next A, bonds $v$ and $w$ exchange roles and $q'=w+ve^{ik_z}$. The Zak phase is then $\pi$ for $v>w$. The jump is unchanged, but the two sides are exchanged.

**Termination.** Let $a_n,b_n$ be the amplitudes in cell $n$:

$$Ea_n=vb_n+wb_{n-1},\qquad Eb_n=va_n+wa_{n+1}. \tag{2}$$

Cut a bond $w$, so that the crystal starts at $a_0$ and $b_{-1}$ is absent. At $E=0$ the first equation gives $b_0=0$ and then every $b_n=0$. The second gives $a_n=(-v/w)^na_0$, which is normalizable for $v<w$. With this cut the drumhead lies where $v<w$. If a bond $v$ is cut instead, the crystal starts on B, the bonds exchange roles, and the drumhead lies where $v>w$. In both cases it lies where the Zak phase of the cell matching the termination is $\pi$.

**Surface potential.** Return to the cut through $w$ and add an energy $U>0$ on the end site. This breaks chiral symmetry at the surface and leaves the bulk unchanged. The end equation is $(E-U)a_0=vb_0$. It agrees with the first of equations (2) at $n=0$ if a fictitious amplitude obeys $wb_{-1}=Ua_0$.

At given $E$ the bulk solutions vary as $\lambda^n$ and $\lambda^{-n}$, so a bound state uses the decaying one. Then $a_n=\lambda^na_0$ and $b_n=(U/w)\lambda^{n+1}a_0$. Equations (2) become

$$E=U+\frac{vU}{w}\lambda,\qquad \frac{EU}{w}\lambda=v+w\lambda . \tag{3}$$

The first gives $\lambda=w(E-U)/(vU)$. The second is $\lambda(EU-w^2)=vw$, so $(E-U)(EU-w^2)=v^2U$. Expanding and dividing by $U$,

$$E^2-E\left(U+\frac{w^2}{U}\right)+w^2-v^2=0 . \tag{4}$$

To find which roots decay, eliminate $E$ from (3) instead:

$$f(\lambda)=\frac{vU^2}{w^2}\lambda^2+\left(\frac{U^2}{w}-w\right)\lambda-v=0 .$$

Since $f(0)=-v<0$ and the leading coefficient is positive, there is one negative and one positive root. The values that decide are

$$f(-1)=(w-v)\left(1-\frac{U^2}{w^2}\right),\qquad f(1)=(w+v)\left(\frac{U^2}{w^2}-1\right).$$

The negative root lies in $(-1,0)$ when $f(-1)>0$. The positive one lies in $(0,1)$ when $f(1)>0$.

Multiplying equations (2) for a solution $\lambda^n$ gives $E^2=(v+w/\lambda)(v+w\lambda)=v^2+w^2+vw(\lambda+1/\lambda)$. For $-1<\lambda<0$ the bracket is below $-2$, so $E^2<(v-w)^2$ and the state is in the gap. For $0<\lambda<1$, $E^2>(v+w)^2$ and it is outside both bands. By (3), $E$ increases with $\lambda$, so the in-gap state is the lower root of (4).

The condition $f(-1)>0$ gives the rule for this surface:

- for $U<w$, drumhead states lie inside the region $v<w$;
- for $U>w$, they lie outside it;
- for $U=w$, neither side has an in-gap state.

A large $U$ pushes the end site out of the low-energy problem, which leaves a crystal that starts on B.

**What PT guarantees.** Suppose the Fermi level lies in the gap at a given $\mathbf k_\parallel$ and coincides with no surface level. Take one occupied band, as in the model; for $N$ bands in a smooth periodic gauge the contributions add and $N$ electrons per cell are subtracted. The Wannier function of cell 0 has amplitude $W(n)=\int dk\,e^{ikn}u(k)/2\pi$ in cell $n$. Since $ne^{ikn}=-i\partial_ke^{ikn}$, integration by parts gives $nW(n)=\int dk\,e^{ikn}\,i\partial_ku/2\pi$. Hence

$$\sum_n n|W(n)|^2=\frac1{2\pi}\int_0^{2\pi}i\langle u|\partial_ku\rangle\,dk=\frac{\gamma}{2\pi}.$$

Weight the electrons in each cell by a function $g(n)$ that falls slowly from 1 at the surface to 0 in the interior. Deep inside, the occupied states are these Wannier functions, one per cell. The rest are a whole number of states near the surface, where $g=1$. To first order in the slope, the Wannier function of cell $R$ contributes $g(R)+g'(R)\gamma/2\pi$. The slopes add up to $-1$, so subtracting one electron per cell leaves

$$Q=-\frac{\gamma}{2\pi}\pmod1$$

excess electrons per surface wavevector and spin. Higher derivatives of $g$ vanish as it is made smoother. On the side with Zak phase $\pi$ the excess is half-integral, whether or not there is an in-gap state.

## Worked example

Take $w=0.020$, $v_0=0.030$, $v_1=0.005$ hartree and lattice constant 8 bohr. The ring satisfies

$$\cos k_x+\cos k_y=\frac{0.030-0.020}{2(0.005)}=1,$$

so it crosses $k_y=0$ at $k_x=\pi/2$. At the zone centre $v=0.030-0.020=0.010$ hartree, and at $(\pi,0)$ $v=0.030$ hartree. The first point is inside the ring and the second outside.

Numerical integration of the area $|k_y|<\arccos(1-\cos k_x)$, $|k_x|<\pi/2$, gives 0.185 of the surface zone. A drumhead filling the interior holds $0.1848/8^2=0.00289$ states per bohr² and spin, or $1.03\times10^{14}$ cm$^{-2}$.

With the $w$ cut and $U=0$, the amplitude at the zone centre is multiplied by $-0.010/0.020=-0.5$ from one cell to the next. For $U=0.010$ hartree, $U+w^2/U=0.050$ hartree and (4) gives

$$E=\frac{0.050-\sqrt{0.050^2-4(0.0004-0.0001)}}2=0.00697\ \text{hartree}=0.190\ \text{eV},$$

with $\lambda=-0.61$. The surface potential has made the flat drumhead disperse, since $E$ now depends on $v$.

For $U=0.040$ hartree this state is gone. At $(\pi,0)$ there is now one with

$$E=\frac{0.050-\sqrt{0.050^2+4(0.0009-0.0004)}}2=-0.00854\ \text{hartree}=-0.232\ \text{eV}$$

and $\lambda=-0.81$. Both energies lie within the local gap, $|E|<|v-w|=0.010$ hartree.

The excess charge follows from diagonalizing a chain of 100 cells plus a final A site. States below 0.002 hartree are filled, and the electrons in the first 50 cells are counted, less one per cell:

| $U$ (hartree) | zone centre | $(\pi,0)$ |
|---|---|---|
| 0 | $+1/2$ | 0 |
| 0.010 | $-1/2$ | 0 |
| 0.040 | $-1/2$ | 0 |

The first change at the zone centre occurs because the drumhead level rises above the filling energy and empties. In the last row no in-gap state is left there, yet the half charge remains.

## What each derivation assumes

Both derivations assume a linear touching of two bands and an open gap between bands $N$ and $N+1$ elsewhere on the surface used. Linearity is sufficient but not necessary: if $p+ir$ is proportional to $(\kappa_1+i\kappa_2)^3$, one circuit advances $\theta$ by $6\pi$ and $\gamma$ is again $\pi$. Neither needs chiral symmetry. Both also use $\Theta^2=+1$. If $\Theta^2=-1$, as with spin-orbit coupling, $\langle\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0$, so every level is at least doubly degenerate and an isolated touching of two single bands cannot occur.

The first derivation assumes unbroken PT and a constant real basis. In return it fixes each Zak phase to $0$ or $\pi$ separately, without a limiting process. It does not say how much the phase changes when PT is slightly broken.

The second uses the same real basis and also assumes a perturbation that opens the node and can be taken to zero. It yields the difference of two Zak phases, not their separate values, but it also describes weak breaking. In the model, take a loop of radius 0.5 in the $(k_x,k_z)$ plane about $(\pi/2,\pi)$, with $k_y$ displaced by 0.2 times the sine of twice the loop angle. The phase of the product of overlaps between successive lower states has magnitude $\pi$ without a mass and $0.47\pi$ with an added term $m\sigma_z$ (energies $\pm m$ on A and B), $m=0.004$ hartree. By (1), the loss is large because $m$ is not small compared with $|q|$ on this loop.

The position of the drumhead needs more than either derivation supplies: the termination and the surface potential. A slab without in-gap states inside the ring is therefore no evidence against the ring. The surface charge modulo one at a given surface wavevector can be compared with the bulk Zak phase of the cell in which the electrons are counted. It follows that choice of cell, not the cut: at the zone centre the chain that starts on B gives $-1/2$ when counted in AB cells and $0$ when counted in BA cells, so it does not tell which termination is present. It is restricted to $0$ or $1/2$ when that cell is mapped onto itself by inversion, as assumed at the start. For a cell that lacks this symmetry $Q=-\gamma/2\pi$ still holds, since its derivation does not use PT, but $\gamma$ need not be $0$ or $\pi$.

The comparison has two limits. The Fermi level must lie in the gap between bands $N$ and $N+1$ for all $k_z$ at that surface wavevector, which fails over part of the zone when the ring disperses in energy. An equal A–A and B–B hopping of 0.006 hartree along $z$ keeps PT and the Zak phase $\pi$ at the zone centre, but it moves the gap there to between $-0.018$ and $-0.002$ hartree. Filling up to 0.002 hartree then gives no half-integral charge. The slab must also be thick compared with the decay length, which grows near the ring: at $v=0.019$ hartree and $U=0$, with states filled up to the zero level, the count gives 0.30 for 10 cells and 0.497 for 100.
